Choosing periodic cell size and realisations for Poisson-Voronoi area variance

**The result and the setting**

Put N independent, uniformly distributed nuclei in a periodic square of side L, and give each nucleus the region closer to it than to any other. If A is the area of such a Voronoi cell, define a = N A/L². The mean of a over the N cells is 1 in every realisation. The variance within one realisation,

V = (1/N) Σ (a − 1)²,

has the expectation

E[V] = (M − 1) − M/(N + 1),  M = 1.280176,

apart from a wrap-around term that is exponentially small in N. The variance therefore approaches 0.280 from below as the periodic square grows.

Two numbers have to be chosen: N, which fixes the size of the periodic cell at given density, and K, the number of independent random realisations. Electronic-structure programs offer the same choice when a disordered solid is represented by a periodic supercell and averaged over configurations. No electrons enter here, and the law M/(N + 1) belongs to this geometrical quantity alone. What carries over is the distinction between two errors: K reduces the scatter of the average, but at fixed N it leaves the bias untouched.

In epitaxial growth the nuclei stand for islands, and the Voronoi cells approximate their capture zones, the areas from which they collect deposited atoms. The true zones also depend on diffusion and on the sizes of the islands. Independent nuclei are the uncorrelated reference against which island correlations can be measured.

**From cell area to an integral over two points**

Set L = 1 for the derivation. Since the areas add up to 1, the mean of a is 1, and

V = (1/N) Σ a² − 2 + 1 = (1/N) Σ a² − 1.

All nuclei are statistically equivalent, so E[V] = E[a²] − 1 for any one of them. Put that nucleus at the origin; periodicity allows this without changing the distribution of the others.

The area is the integral over all x of an indicator that is 1 if x belongs to the cell. Its square is a double integral over x and y, and its expectation is the integral of the probability that both points belong to the cell. Point x belongs to it if no other nucleus lies in the disc centred at x whose edge passes through the origin. The same holds for y. Both conditions together require the union of the two discs, of area U, to be empty. Each of the other N − 1 nuclei avoids it independently with probability 1 − U, so

E[a²] = N² ∫∫ (1 − U)^(N−1) dx dy.

For now U is the area of the union in the plane, and the integrand is set to zero where U > 1. A later section gives an upper bound on the error made by ignoring periodic wrapping.

**The area of the union**

Let |x| = r, |y| = t r, and let θ be the angle between x and y, with 0 ≤ θ ≤ π. Scaling all lengths by r gives U = r² w(t,θ), where w is the union area for radii 1 and t.

The origin and the two disc centres form a triangle. Call its angle at the first centre α and at the second β. With the first centre at (1, 0) and the second at (t cos θ, t sin θ),

α = atan2(t sin θ, 1 − t cos θ),  β = π − θ − α.

The discs overlap in a lens made of two circular segments. A segment of radius R and half-angle γ has area R²(γ − sin γ cos γ), also when γ exceeds π/2. Hence

lens = α + t²β − (sin α cos α + t² sin β cos β).

The distance from the origin to the line of centres is h = sin α = t sin β. The bracket is therefore h(cos α + t cos β). The second factor is the distance between the centres, so the bracket is base times height, twice the area of the triangle, which is t sin θ. Subtracting the lens from the sum of the disc areas gives

w = π + πt² − α − t²β + t sin θ
 = (π − α) + t²(π − β) + t sin θ.

At θ = π the discs touch from outside and w = π(1 + t²). At θ = 0 with t < 1 the smaller disc lies inside the larger and w = π. For four pairs (t,θ), direct integration of the outline of the union agreed with this formula to 2.6×10⁻¹¹.

**The radial integral and the bias**

The area elements are dx = r dr dφ and, at fixed r, dy = t r² dt dθ. The angle φ gives 2π. The two signs of θ contribute equally, which gives another factor 2:

E[a²] = 4πN² ∫₀^∞ t dt ∫₀^π dθ ∫ r³ (1 − r²w)^(N−1) dr.

Substitute u = r²w. Then r² = u/w and r dr = du/(2w), so r³ dr = u du/(2w²), with u running from 0 to 1. The integral over u is elementary after setting v = 1 − u:

∫₀¹ u(1 − u)^(N−1) du = ∫₀¹ (v^(N−1) − v^N) dv
 = 1/N − 1/(N + 1) = 1/[N(N + 1)].

All dependence on N has now separated from the geometry:

E[a²] = [N/(N + 1)] M,

M = 2π ∫₀^∞ t dt ∫₀^π dθ / w².

The part with t > 1 repeats the part with t < 1, because it exchanges the roles of x and y. Explicitly, w(1/t,θ) = w(t,θ)/t². With t = 1/s, the element t dt becomes s⁻³ ds and 1/w² becomes s⁴/w(s,θ)², which leaves s ds/w(s,θ)². Therefore

M = 4π ∫₀¹ t dt ∫₀^π dθ / w².

Gauss-Legendre quadrature with 400 nodes in each variable gives M = 1.280176; the change from 200 nodes is 2.4×10⁻¹⁴. Subtracting 1 from E[a²] and writing N/(N + 1) = 1 − 1/(N + 1) gives the law stated at the start.

**Two limits that test the reading**

For an infinite Poisson pattern of unit density, the probability that a region of area U is empty is exp(−U). The radial integral is then

∫₀^∞ r³ exp(−r²w) dr = 1/(2w²),

and the second moment is M itself. This is the limit N → ∞ of the fixed-N result, as it should be.

The size of M can also be bounded by hand. The union contains the unit disc, and it cannot exceed the sum of the two discs, so π ≤ w ≤ π(1 + t²) for t ≤ 1. The lower bound on w gives

M ≤ 4π · (1/2) · π/π² = 2.

The upper bound on w gives

M ≥ 4 ∫₀¹ t dt/(1 + t²)² = 4 · (1/4) = 1.

The variance of the infinite pattern thus lies between 0 and 1. The value 0 would follow if the discs never overlapped. The variance comes from the overlap: when x belongs to the cell, part of the disc around y is already known to be empty, and y is more likely to belong to it too.

**When wrapping can be ignored**

On the periodic square a large union can meet its own periodic image. Any two points of the union are at most 2(|x| + |y|) apart, so this cannot happen if |x| + |y| < 1/2. In the remaining region the larger radius is at least 1/4, and the union covers at least π/16 of the square. The periodic contribution of this region is at most

N² (1 − π/16)^(N−1).

The planar integral over the same region must also be removed. Its integrand needs u ≥ π/16, so it is at most M N/(N + 1) times the probability that a beta variable with parameters 2 and N exceeds π/16. For N = 100 the two terms together come to about 4.0×10⁻⁶, far below the statistical errors quoted here. For N = 25 the first term alone exceeds 1, so the bound says nothing there, and the law rests on the simulation.

**Constructing the cells**

One realisation is obtained as follows.

1. Draw N nuclei uniformly in the square.
2. Add their periodic copies within a margin around it. A margin of five mean spacings, 5L/√N, but no more than L, was used here.
3. Build the ordinary planar Voronoi diagram of all these points.
4. Keep the cells of the N original nuclei, whole, even where they cross the border of the square.

An edge of length ℓ shared by nuclei p and q lies on their perpendicular bisector. Its line is at distance |p − q|/2 from p, so the triangle from p to the edge has area (1/2)(|p − q|/2)ℓ. Since a Voronoi cell is convex and contains its nucleus, these triangles fill it:

A = Σ |p − q| ℓ/4.

The margin need not be trusted. Each neighbour restricts a cell to a half-plane, so a missing copy can only leave the cell too large. The true areas add up to L². If the computed areas do so as well, none of them can be too large. This condition was required of every realisation, to 10⁻⁹ of L².

Assigning pixels to their nearest nucleus tests the areas without using edges at all. For 100 nuclei and 600 × 600 pixels the largest difference in a was 0.0036, where the mean of a is 1.

**The error from independent realisations**

Cells in one realisation share edges and compete for the same total area, so their deviations are not independent. Whole realisations are. If V₁ … V_K have sample standard deviation s, the standard error of their mean is

error = s/√K.

The results were:

N = 25, K = 800: 0.2315 ± 0.0031; expected 0.2309
N = 100, K = 300: 0.2643 ± 0.0030; expected 0.2675
N = 400, K = 120: 0.2778 ± 0.0026; expected 0.2770
N = 1600, K = 60: 0.2788 ± 0.0023; expected 0.2794

The largest deviation from the law is 1.06 standard errors. At N = 25 the mean lies 15.7 standard errors below M − 1. More realisations of that size would sharpen the value 0.231; they would not move it towards 0.280.

Treating all cells as independent would give errors of 0.0026, 0.0028, 0.0023 and 0.0017 for the four sizes. Each is smaller than the error from realisations. At N = 25 the shortfall is about 16 %, well outside the uncertainty of s. This shows that squared deviations in the same realisation are, on balance, positively correlated.

If the correlations between cells have a short range, the variance of V is a sum of about N significant terms of size 1/N², and s should fall as c/√N at large N. The measured s√N is 0.439, 0.524, 0.561 and 0.707. For nearly normal V the relative uncertainty of s is about 1/√(2(K − 1)), which is 6 % at N = 400 and 9 % at N = 1600. The last two values then differ by about two combined standard errors. The data are loosely compatible with a constant c between 0.5 and 0.7 for N ≥ 100, but they do not establish the law closely. The value at N = 25 is clearly lower, so c should not be taken from so small a square.

**Choosing N and K**

The mean squared error of the uncorrected average, relative to the infinite pattern, is the square of the bias plus the variance of the mean:

[M/(N + 1)]² + s²/K.

With s = c/√N the second term is c²/(NK). Where this law holds, dividing a fixed total number of cells NK among more squares leaves the scatter roughly unchanged and increases the bias. At N = 25, where s√N is lower, the scatter does fall somewhat, but the bias is large. Three rules follow for independent nuclei.

First, without a correction, choose N from the bias. To keep it below 1 % of 0.280 requires N + 1 ≥ 1.280/0.0028, or N of about 460. At N = 25 the bias is 1.280/26 = 0.049, which is 18 % of the limiting value.

Second, choose K from the scatter. A standard error of 1 % of 0.280 needs

NK = (c/0.0028)²

cells. The value c = 0.707 from N = 1600 gives 6.4×10⁴ cells, or 40 realisations of that size. The value 0.561 from N = 400 would give 4.0×10⁴. The requirement is thus known to within a factor of about 1.6, and the scatter of the actual run should decide when to stop.

Third, the bias can be removed. Solving E[V] + 1 = M N/(N + 1) for M gives the corrected estimate

V_corr = (V + 1)(N + 1)/N − 1,

whose expectation is M − 1 up to wrapping. The standard error grows by the factor (N + 1)/N, which is 4 % at N = 25 and negligible for the larger squares. Correcting all four sizes and weighting each by the inverse square of its error gives 0.2797 ± 0.0014. The quadrature value 0.2802 lies within one standard error, and the relative standard error is 0.5 %.

The correction depends on the nuclei being independent. For correlated nuclei the probability of an empty union is no longer (1 − U)^(N−1). The size dependence must then be found by repeating the calculation with different N.

**Should the number of nuclei be allowed to fluctuate?**

An alternative is to draw N from a Poisson distribution of mean λ and to normalise by that fixed mean, a = λA with L = 1. The second moment per expected nucleus is then

(1/λ) E[Σ a²] = λ Σ_N P(N) N ∫∫ (1 − U)^(N−1) dx dy.

For the Poisson distribution N P(N) = λ P(N − 1), and the average of (1 − U)^(N−1) over P(N − 1) is exp(−λU). The result is

λ² ∫∫ exp(−λU) dx dy = M,

again up to wrapping. The bias of order 1/N has gone: it came from holding the number of nuclei fixed.

The price is scatter. At given N the expected sum of A² is M/(N + 1), so the estimate λ Σ A² has the conditional mean λM/(N + 1). Since N fluctuates by √λ, this mean fluctuates by about M/√λ at large λ. That contribution, 1.28/√λ, is about twice the scatter c/√N found at fixed N, and it adds to it in quadrature. Most of it can be avoided by averaging the squared deviation instead. The estimate

(1/λ) Σ (a − 1)² = λ Σ A² − 2 + N/λ

has the expectation M − 1, and its conditional mean fluctuates only by about (M − 1)/√λ = 0.28/√λ, because N/λ rises when λ Σ A² falls. Fixed N with the correction avoids this contribution too, so it remains the more economical setting: for c between 0.5 and 0.7, a fluctuating number needs about 16 to 31 % more cells for the same standard error. This comparison is a leading-order estimate and was not simulated.

**An example in the units of a growth experiment**

Take an island density of 2.5×10¹¹ cm⁻², a rough value in the regime of submonolayer silver on Ag(100) near room temperature; the real density depends strongly on temperature and deposition rate. One square centimetre is 10¹⁴ nm², so the mean zone area is

10¹⁴/(2.5×10¹¹) = 400 nm²,

and its square root, the mean spacing, is 20 nm. For independent nuclei the standard deviation of the zone area is 400 × √0.280 = 212 nm².

A periodic frame of side 200 nm holds 100 islands. The variance from one such frame scatters by roughly 0.05 to 0.06 (the 300 realisations above gave 0.052, itself uncertain by several per cent), or about 20 % of its expected value 0.2675, and is biased by −0.0127, or 4.5 % of 0.280. One frame therefore cannot distinguish 0.280 from 0.25. A microscope image of the same size has open borders, so its scatter should be of similar order, but its bias depends on how cut zones are treated and does not follow the periodic law.

**What the reference leaves out on a real surface**

Real growth breaks the assumption of independence. Islands have a finite size, and they deplete their surroundings of mobile atoms, so new islands seldom nucleate close to old ones. At a coverage of 0.05 monolayer, equal circular islands would have an area of 0.05 × 400 = 20 nm² and a diameter d of 5.05 nm. Placed at random, a fraction

1 − exp(−πd²/400 nm²) = 1 − exp(−0.2) = 0.181

of them would overlap a neighbour; the simulated fraction was 0.177, with a sampling error of about 0.002. Random placement is thus already inconsistent with separate compact islands at this coverage.

To size the effect of depletion, nuclei were placed one after another with none closer than 10 nm to an earlier one. The density was unchanged, with N = 400. The variance fell to 0.110 ± 0.002, compared with 0.277 for independent nuclei at the same N, a reduction of 60 %. The distance of 10 nm is illustrative, and a real depletion zone has no sharp edge, so 0.110 is not a prediction for silver. It does show that correlations can matter more than the finite size of the square: the reduction of 0.167 is more than three times the bias of 0.049 at N = 25, the smallest square used here. Merging of islands also removes close pairs and can lower the variance. If few islands have merged, a measured value is evidence against independent placement when it lies several standard errors, found from independent frames, below the value expected for independent nuclei in frames of the same size and with the same treatment of the borders. Comparing it with 0.280 directly could mistake a bias from the finite frame for a correlation or, if the bias is positive, hide a real one.

The atomic lattice matters much less. With roughly 0.084 nm² per site, a mean zone contains about 4800 sites. Moving a nucleus to the nearest site shifts it by no more than about 0.2 nm, or 1 % of the mean spacing.

The numerical output below lists the values for all sizes.

Computed values

```
Union area, largest error of formula: 2.6e-11
Second moment M (quadrature): 1.280176
Change of M, 200 to 400 nodes: 2.4e-14
Infinite-pattern variance M-1: 0.280176
Wrap-around bound on E[V], N=100: 4.0e-06
Largest pixel-Voronoi difference in a: 0.0036
N=25, K=800: mean V 0.2315, predicted 0.2309
  standard error 0.0031, deviation/error 0.17
  error if cells were independent 0.0026, s*sqrt(N) 0.439
  distance below M-1, in errors: 15.7
N=100, K=300: mean V 0.2643, predicted 0.2675
  standard error 0.0030, deviation/error -1.06
  error if cells were independent 0.0028, s*sqrt(N) 0.524
N=400, K=120: mean V 0.2778, predicted 0.2770
  standard error 0.0026, deviation/error 0.30
  error if cells were independent 0.0023, s*sqrt(N) 0.561
N=1600, K=60: mean V 0.2788, predicted 0.2794
  standard error 0.0023, deviation/error -0.24
  error if cells were independent 0.0017, s*sqrt(N) 0.707
Combined bias-corrected variance: 0.2797
Its standard error: 0.0014
Cells for 1 % standard error: 6.4e+04
Island density: 2.50e+11 cm^-2
Mean zone area: 400 nm^2
Mean spacing (root of area): 20.0 nm
Standard deviation of zone area: 212 nm^2
Frame side for 100 islands: 200 nm
Scatter of V, one such frame: 0.052
Bias of V, one such frame: -0.0127
Coverage: 0.05 monolayer
Island diameter: 5.05 nm
Overlapping fraction, simulated: 0.177
Overlapping fraction, Poisson formula: 0.181
Exclusion distance: 10 nm (N=400, K=40)
Variance with exclusion: 0.1098
Its standard error: 0.0019
Site area (rough): 0.084 nm^2
Lattice sites per mean zone: 4762
```
